# Localisation length near the centre of a weakly disordered resonator chain

**Question.** Light travels along a chain of identical single-mode resonators, each coupled to its two neighbours. Fabrication errors give every resonator a slightly different resonance frequency. Near the centre of the transmission band, over how many resonators does the light localise, and how does this number depend on the coupling and on the variance of the resonance frequencies?

**Answer.**

## The model and the length to be estimated

Let $a_n$ be the amplitude in resonator $n$, $J$ the nearest-neighbour coupling, and $\omega_n$ the resonance frequency, with mean $\omega_0$. At operating frequency $\omega$ the coupled-mode equations are

$$(\omega-\omega_n)a_n=J(a_{n+1}+a_{n-1}).$$

The errors $\omega_n-\omega_0$ are independent, with zero mean and variance $\sigma^2$. The couplings are uniform, and loss is left out until the end. Define

$$\delta=\omega-\omega_0,\quad x=\frac{\delta}{J},\quad u_n=\frac{\omega_n-\omega_0}{J},\quad s^2=\langle u_n^2\rangle=\frac{\sigma^2}{J^2}.$$

Then

$$a_{n+1}=v_na_n-a_{n-1},\qquad v_n=x-u_n. \tag{1}$$

Without disorder, $a_n=e^{ikn}$ gives the band $\delta=2J\cos k$, whose centre lies at $k=\pi/2$. Weak disorder means $s\ll1$.

The localisation length $\xi$, counted in resonators, is defined through the power transmission $T$ of a long chain:

$$\langle\ln T\rangle\simeq-\frac{2N}{\xi},\qquad N\gg\xi. \tag{2}$$

Amplitude thus decays typically as $e^{-N/\xi}$ and intensity as $e^{-2N/\xi}$. A length defined by intensity would be half as large.

## First estimate: reflections with random phases

Put one error $u$ at site 0 of a clean chain. On the left $a_n=e^{ikn}+re^{-ikn}$, and on the right $a_n=te^{ikn}$. Continuity at site 0 gives $r=t-1$. Equation (1) at that site reads

$$te^{ik}+e^{-ik}+re^{ik}=(2\cos k-u)t.$$

Inserting $r=t-1$ and collecting the terms in $t$,

$$t\,(2e^{ik}-2\cos k+u)=e^{ik}-e^{-ik}
\;\Rightarrow\; t=\frac{2i\sin k}{2i\sin k+u}.$$

Hence $-\ln|t|^2=\ln[1+u^2/(4\sin^2k)]\simeq u^2/(4\sin^2k)$. The sign of $k$, which sets the direction of energy flow, does not affect this result.

Two scatterers in series have $T_{12}=T_1T_2/|1-\sqrt{R_1R_2}\,e^{i\varphi}|^2$, where $\varphi$ is the round-trip phase. If $\varphi$ is uniformly distributed, the average of $\ln|1-\sqrt{R_1R_2}\,e^{i\varphi}|$ vanishes, because its expansion in powers of $e^{i\varphi}$ has no constant term. The logarithms then add, and $2/\xi=s^2/(4\sin^2k)$, or

$$\xi=8\sin^2k\,\frac{J^2}{\sigma^2}=8\left(1-\frac{\delta^2}{4J^2}\right)\frac{J^2}{\sigma^2}. \tag{3}$$

The scaling has a simple origin: an error reflects an amplitude proportional to $\sigma/J$, hence a power proportional to $\sigma^2/J^2$. The factor 8 depends on the uniform phase. At the band centre this assumption is doubtful, because the clean wave advances by exactly a quarter turn per site and repeats every four sites.

## Following the phase at the centre

Write $a_n=r\cos\theta$ and $a_{n-1}=r\sin\theta$, where $r$ now denotes a radius. Equation (1) gives the new pair

$$r'\cos\theta'=r(v\cos\theta-\sin\theta),\qquad r'\sin\theta'=r\cos\theta.$$

Squaring and adding,

$$\frac{r'^2}{r^2}=1-v\sin2\theta+v^2\cos^2\theta. \tag{4}$$

The new pair is the vector $(\cos\theta,\ \sin\theta-v\cos\theta)$ turned by $\pi/2$ and multiplied by $r$. Therefore $\theta'=\phi+\pi/2$ with $\tan\phi=\tan\theta-v$.

**Why the growth of $r$ gives $\xi$.** Let $M$ be the real matrix that carries $(a_1,a_0)$ to $(a_{N+1},a_N)$. Its determinant is 1. Connect the chain to clean leads with the same $J$, whose band centre is at the operating frequency. Their two waves correspond to the orthonormal vectors $(\pm i,1)/\sqrt2$, which are complex conjugates of each other. In this basis the real matrix $M$ takes the form

$$\begin{pmatrix}\alpha&\beta\\ \beta^*&\alpha^*\end{pmatrix},\qquad |\alpha|^2-|\beta|^2=1,$$

and requiring no incoming wave from the far side gives $T=1/|\alpha|^2$. The sum of squared elements is unchanged by the change of basis, so $\|M\|^2=2|\alpha|^2+2|\beta|^2=4|\alpha|^2-2$ and

$$T=\frac{4}{\|M\|^2+2}. \tag{5}$$

In a long chain $M$ stretches one direction strongly, and a generic starting vector grows at the same rate as $\|M\|$. The mean growth of $\ln r$ per site is therefore $1/\xi$.

**Growth.** Expand half the logarithm of (4) to second order in $v$:

$$\ln\frac{r'}{r}\simeq-\frac v2\sin2\theta+\frac{v^2}{2}\left(\cos^2\theta-\tfrac12\sin^22\theta\right).$$

The bracket equals $\cos^2\theta(1-2\sin^2\theta)=\cos^2\theta\cos2\theta=\tfrac14(1+2\cos2\theta+\cos4\theta)$. Take $x$ of order $s^2$, so that $\langle v\rangle=x$ and $\langle v^2\rangle\simeq s^2$. The error $u_n$ is independent of the phase at which it acts, so its linear term averages to zero:

$$\left\langle\ln\frac{r'}{r}\right\rangle=-\frac x2\sin2\theta+\frac{s^2}{8}(1+2\cos2\theta+\cos4\theta).$$

At the next site $\theta$ has advanced by $\pi/2$, up to small corrections. This reverses $\sin2\theta$ and $\cos2\theta$ but leaves $\cos4\theta$ unchanged. Averaging over the two sites,

$$\frac1\xi=\frac{s^2}{8}\left(1+\langle\cos4\theta\rangle\right). \tag{6}$$

A uniform phase returns $\xi=8/s^2$. What remains is the actual distribution of $\theta$.

**Phase.** Expanding $\phi=\arctan(\tan\theta-v)$ gives

$$\phi-\theta\simeq-v\cos^2\theta-v^2\sin\theta\cos^3\theta.$$

Average again over $\theta$ and $\theta+\pi/2$. The first term gives $-x/2$, since $\cos^2\theta+\sin^2\theta=1$. The second gives

$$-\frac{s^2}{2}(\sin\theta\cos^3\theta-\cos\theta\sin^3\theta)=-\frac{s^2}{2}\sin\theta\cos\theta\cos2\theta=-\frac{s^2}{8}\sin4\theta.$$

The variance per site is $\tfrac12s^2(\cos^4\theta+\sin^4\theta)$, and $\cos^4\theta+\sin^4\theta=1-\tfrac12\sin^22\theta=\tfrac14(3+\cos4\theta)$. Once the regular quarter turns are removed, the phase thus diffuses slowly with drift $A$ and variance $B$ per site:

$$A=-\frac x2-\frac{s^2}{8}\sin4\theta,\qquad B=\frac{s^2}{8}(3+\cos4\theta). \tag{7}$$

## The prefactor exactly at the centre

The stationary density $\rho(\theta)$ has constant flux $A\rho-\tfrac12(B\rho)'$. For $x=0$, $A$ is odd and $B$ is even in $\theta$, so $\rho$ is even and the flux is odd. A flux that is both odd and constant is zero. Hence $\tfrac12B\rho'=(A-\tfrac12B')\rho$. With $\tfrac12B'=-\tfrac14s^2\sin4\theta$,

$$\frac{\rho'}{\rho}=\frac{2\sin4\theta}{3+\cos4\theta}
\;\Rightarrow\;\rho\propto\frac1{\sqrt{3+\cos4\theta}}. \tag{8}$$

The density is largest at $\theta=\pi/4$ and its repetitions, where neighbouring resonators carry equal intensity. There the diffusion is slowest, and the growth rate in (6) vanishes. The wave therefore spends more time in phases that grow slowly, and $\xi$ exceeds the uniform-phase estimate.

For the average in (6), the range $0<\theta<\pi/4$ suffices by symmetry. Use $1+\cos4\theta=2\cos^22\theta$ and $3+\cos4\theta=2(1+\cos^22\theta)$, and set $t=\cos2\theta$, so that $|d\theta|=dt/(2\sqrt{1-t^2})$. Common factors cancel:

$$1+\langle\cos4\theta\rangle=2\,\frac{\int_0^1t^2(1-t^4)^{-1/2}dt}{\int_0^1(1-t^4)^{-1/2}dt}.$$

With $w=t^4$ the integrals become $\tfrac14B(\tfrac34,\tfrac12)$ and $\tfrac14B(\tfrac14,\tfrac12)$, where $B(p,q)=\Gamma(p)\Gamma(q)/\Gamma(p+q)$ is the beta function. Since $\Gamma(\tfrac54)=\tfrac14\Gamma(\tfrac14)$,

$$1+\langle\cos4\theta\rangle=\frac{2\,\Gamma(\tfrac34)^2}{\Gamma(\tfrac54)\Gamma(\tfrac14)}=8\left[\frac{\Gamma(3/4)}{\Gamma(1/4)}\right]^2.$$

Equation (6) then gives, to leading order in $\sigma/J$,

$$\boxed{\;\xi(\delta=0)=\left[\frac{\Gamma(1/4)}{\Gamma(3/4)}\right]^2\frac{J^2}{\sigma^2}\simeq8.75\,\frac{J^2}{\sigma^2}\;} \tag{9}$$

This is 9% longer than the uniform-phase estimate.

## How wide is the centre?

Detuning adds the steady drift $-x/2$, which competes with diffusion at a rate of order $s^2$. The relevant variable is therefore

$$\varepsilon=\frac{x}{s^2}=\frac{\delta J}{\sigma^2}.$$

Let $c_m=\langle e^{-4im\theta}\rangle$, with $c_0=1$. In the stationary state the mean of $g=e^{-4im\theta}$ does not change, so $\langle Ag'+\tfrac12Bg''\rangle=0$. Inserting $g'=-4img$ and $g''=-16m^2g$ and dividing by $-4im$ gives $\langle(A-2imB)g\rangle=0$. Multiplication of $g$ by $e^{\pm4i\theta}$ turns $c_m$ into $c_{m\mp1}$, so (7) yields

$$-\frac\varepsilon2c_m-\frac{c_{m-1}-c_{m+1}}{16i}-\frac{im}{4}\left(3c_m+\frac{c_{m-1}+c_{m+1}}2\right)=0.$$

Multiplying by $16i$,

$$(12m-8i\varepsilon)c_m+(2m-1)c_{m-1}+(2m+1)c_{m+1}=0,\quad m\ge1. \tag{10}$$

By (6), the result near the centre is

$$\xi=C(\varepsilon)\frac{J^2}{\sigma^2},\qquad C(\varepsilon)=\frac{8}{1+\mathrm{Re}\,c_1}. \tag{11}$$

Dropping $c_2$ from the first equation gives a useful approximation:

$$c_1\simeq-\frac1{12-8i\varepsilon},\qquad \mathrm{Re}\,c_1\simeq-\frac{3}{36+16\varepsilon^2}.$$

Solving (10) with more harmonics shows that the excess $C-8$ falls to half its central value near $|\varepsilon|=1.4$, that is, $|\delta|\simeq1.4\,\sigma^2/J$. For $\sigma^2/J\ll|\delta|\ll J$ the factor tends to 8, in agreement with (3).

The law $\xi\propto J^2/\sigma^2$ therefore holds with a constant prefactor at $\delta=0$, and again well outside the narrow central window. If $\sigma$ is varied at a small fixed detuning, $\varepsilon$ changes too, and the prefactor moves between the value $8(1-\delta^2/4J^2)$ of (3), just under 8, and at most 8.75.

## A numerical case

Take the round model parameters $J=100$ GHz and $\sigma=10$ GHz, both as ordinary frequencies. Then $J^2/\sigma^2=100$, and the window scale is $\sigma^2/J=1$ GHz. The predicted lengths follow from (10), solved as a truncated linear system, and (11).

They can be set beside a direct simulation of 4000 random chains with uniformly distributed errors. Equation (1) was iterated for both columns of $M$, $T$ was taken from (5), and $\xi$ from the slope of $\langle\ln T\rangle$ between 5000 and 20000 resonators. The uncertainties are standard errors.

| $\delta$ (GHz) | $C$ | $\xi$ predicted | $\xi$ simulated |
|---:|---:|---:|---:|
| 0 | 8.75 | 875 | $875\pm3$ |
| 1 | 8.49 | 849 | $849\pm3$ |
| 10 | 8.01 | 801 | $805\pm3$ |

At 10 GHz, equation (3) adds a band-curvature correction of $-0.25\%$, about two resonators. The simulated value then lies about two standard errors above the prediction. At the centre the simulation also gives $\langle\cos4\theta\rangle=-0.0855$, close to the value $-0.0861$ that follows from (8).

Repeating the central simulation for other disorder strengths gives $\xi\sigma^2/J^2=8.67\pm0.07$, $8.75\pm0.03$ and $8.73\pm0.02$ at $\sigma/J=0.05$, $0.10$ and $0.20$. A straight-line fit of $\ln\xi$ against $\ln(\sigma/J)$ has slope $-1.996$. Errors that take just the two values $\pm\sigma$ give $\xi=870\pm3$ at $\sigma/J=0.10$, within two standard errors of 875. This is as expected when the variance alone enters at leading order.

With a pitch of 20 µm, the central length is $875.4\times20\ \text{µm}=17.5$ mm. In a long chain the mean loss in decibels grows by

$$\frac{20}{\xi\ln10}=0.0099\ \text{dB per resonator}.$$

In a very short chain the independent weak reflections add in mean power to $Ns^2/4$. The factor 8 then applies even at the centre, and the loss is up to 9% larger, about 0.011 dB per resonator. This holds only until the phase density (8) has built up, which takes about $J^2/(3\sigma^2)\simeq30$ resonators here, far fewer than $\xi$. The mean loss per resonator is 0.0107 dB at $N=10$, 0.0104 dB at $N=50$ and 0.0101 dB at $N=200$.

Individual chains differ widely. At 5000 resonators and $\delta=0$, the simulated mean of $\ln T$ is $-11.6$, with a standard deviation of 4.5. The length $\xi$ thus describes the typical transmission, not that of every sample.

The closed-chain modes show a similar scaling. For normalised modes, $1/\sum_n|a_n|^4$ measures the number of resonators occupied. Diagonalising chains of 6000 resonators and averaging over modes with $|\delta|<0.1J$ gives 460 resonators at $\sigma/J=0.15$ and 122 at 0.30. The ratio is 3.8. Pure inverse-variance scaling gives 4, but the fixed window covers $|\varepsilon|<4.4$ in the first case and $|\varepsilon|<1.1$ in the second, so the mean prefactors differ and the ratio of the window-averaged lengths $\xi$ is between 3.8 and 3.9. Only four chains were diagonalised at each disorder strength and the sampling error was not estimated, so this comparison supports the scaling only roughly.

## When loss or other disorder takes over

Let each resonator have full energy linewidth $\Gamma$, so that $\omega_n$ becomes $\omega_n-i\Gamma/2$. At the centre of a clean chain the dispersion relation is $i\Gamma/2=2J\cos k$. Setting $k=\pi/2\pm i\kappa$ gives $|\cos k|=\sinh\kappa$, hence

$$\sinh\kappa=\frac{\Gamma}{4J},\qquad \kappa\simeq\frac{\Gamma}{4J}\quad(\Gamma\ll J).$$

Loss alone matches the amplitude decay due to disorder when $\Gamma=4J/\xi=400/875.4=0.457$ GHz. At a carrier frequency of 200 THz this is a quality factor of $4.4\times10^5$. Disorder dominates the decay if the quality factor is much higher. If the two are comparable, both contribute appreciably to the decay.

The estimate also fails near the band edges, where $\sin k$ in (3) becomes small. The derivation assumes $\sigma\ll J$; when $\sigma$ is comparable to $J$, the prefactor depends on the whole distribution of the errors and not on the variance alone. The single-mode, nearest-neighbour equations also require the band width $4J$ to be small against the free spectral range. For a ring of 20 µm diameter and group index 4.2 that range is about 1.1 THz, so the 400 GHz band of the example fills about a third of it and the numbers are indicative only. Correlated frequency errors, random couplings and backscattering inside a ring are further effects outside this model; each requires its own calculation.
